# Overdamped Kramers rate for coherent reversal of one polarization cell: a numerical check

```python
"""Overdamped Kramers rate for coherent reversal of one polarization cell.

Result under test:
  k = sqrt(g''(Pw) |g''(Pb)|) / (2 pi rho) * exp(-V [g(Pb) - g(Pw)] / kT)
with free-energy density g(P) = -a P^2/2 + b P^4/4 - E P.
V: cell volume, rho: viscosity, E: field, Pw: initial well, Pb: barrier top.
Reduced quantities: p = P/Ps with Ps = sqrt(a/b), time in rho/a,
energy density in a Ps^2, B = a Ps^2 V/kT, field ratio r = E/Ec, where
Ec = 2 a Ps/(3 sqrt 3) is the field at which the initial well disappears.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import cumulative_trapezoid, trapezoid, quad, solve_bvp
from scipy.linalg import eigh_tridiagonal

KB, QE, HBAR = const.k, const.e, const.hbar
EPS0, ME, H = const.epsilon_0, const.m_e, const.h
NM, MVCM, UCCM2 = 1e-9, 1e8, 1e-2
REDUCED_EC = 2 / (3 * np.sqrt(3))


def closed_form(r):
    """Well, top, final well, two curvature magnitudes, barrier (reduced)."""
    s = 2 / np.sqrt(3) * np.cos(np.arccos(r) / 3)
    d = np.sqrt(4 - 3 * s**2)
    return (-(s + d) / 2, (d - s) / 2, s,
            d * (3 * s + d) / 2, d * (3 * s - d) / 2, s * d**3 / 4)


def reduced_rate(r, B):
    s = closed_form(r)[2]
    pref = np.sqrt((4 - 3 * s**2) * (3 * s**2 - 1)) / (2 * np.pi)
    return pref * np.exp(-B * s * (4 - 3 * s**2)**1.5 / 4)


def anharmonic_coefficient(r):
    """c in: passage time = (Kramers time) * (1 + c/B + ...)."""
    w, t, _, cw, ct, _ = closed_form(r)
    well = -6 / (8 * cw**2) + 5 * (6 * w)**2 / (24 * cw**3)
    top = 6 / (8 * ct**2) + 5 * (6 * t)**2 / (24 * ct**3)
    return well + top


def potential(p, r):
    return p**4 / 4 - p**2 / 2 - r * REDUCED_EC * p


def scaled_passage_time(r, B):
    """Exact mean passage time from well to final well, times exp(-B*barrier)."""
    w, t, end = closed_form(r)[:3]
    p = np.linspace(-2.3, end, 60001)
    u = potential(p, r)
    inner = cumulative_trapezoid(np.exp(-B * (u - potential(w, r))), p, initial=0)
    m = p >= w
    return B * trapezoid(np.exp(B * (u[m] - potential(t, r))) * inner[m], p[m])


def exact_rate(r, B):
    return np.exp(-B * closed_form(r)[5]) / scaled_passage_time(r, B)


def direct_kramers(density, volume_over_kt, viscosity):
    """Kramers rate from numerically found stationary points of a polynomial."""
    roots = density.deriv().roots
    real = np.sort(roots.real[np.abs(roots.imag) < 1e-9 * np.abs(roots).max()])
    assert len(real) == 3
    well, top = real[:2]
    curv = density.deriv(2)
    pref = np.sqrt(-curv(well) * curv(top)) / (2 * np.pi * viscosity)
    return pref * np.exp(-volume_over_kt * (density(top) - density(well)))


# Stationary points, curvatures and barrier against polynomial root finding
for r in (-0.5, 0.0, 0.2, 0.6, 0.95):
    poly = np.poly1d([0.25, 0, -0.5, -r * REDUCED_EC, 0])
    found = np.sort(poly.deriv().roots.real)
    w, t, s, cw, ct, barrier = closed_form(r)
    assert np.allclose(found, [w, t, s], atol=1e-10)
    assert np.allclose([poly.deriv(2)(found[0]), -poly.deriv(2)(found[1])],
                       [cw, ct], atol=1e-9)
    assert abs(poly(found[1]) - poly(found[0]) - barrier) < 1e-10
    assert np.isclose(direct_kramers(poly, 30, 1), reduced_rate(r, 30), rtol=1e-7)
for r, count in ((0.999, 3), (1.001, 1)):
    roots = np.roots([1, 0, -1, -r * REDUCED_EC])
    assert np.sum(np.abs(roots.imag) < 1e-9) == count

# Exact passage time: volume-free prefactor and first anharmonic correction
for r in (0.0, 0.2, 0.4):
    cw, ct = closed_form(r)[3:5]
    c = anharmonic_coefficient(r)
    for B in (400, 800):
        ratio = scaled_passage_time(r, B) * np.sqrt(cw * ct) / (2 * np.pi)
        assert abs(B * (ratio - 1) / c - 1) < 0.05

# Slowest Fokker-Planck eigenvalue is the sum of forward and backward rates
for r in (0.0, 0.05):
    B = 60
    p = np.linspace(-1.8, 1.8, 901)
    hop = 1 / (B * (p[1] - p[0])**2)
    du = np.diff(potential(p, r))
    out = np.zeros(p.size)
    out[:-1] += hop * np.exp(-B * du / 2)
    out[1:] += hop * np.exp(B * du / 2)
    lam = eigh_tridiagonal(out, -hop * np.ones(p.size - 1), eigvals_only=True,
                           select='i', select_range=(0, 1))
    total = sum(reduced_rate(x, B) / (1 + anharmonic_coefficient(x) / B)
                for x in (r, -r))
    assert abs(lam[1] / total - 1) < 0.01

# Langevin paths against the passage-time integral (sampling error near 1.6 %)
rng = np.random.default_rng(7)
r_sim, B_sim, dt, paths = 0.4, 18.0, 0.005, 4000
start, _, finish = closed_form(r_sim)[:3]
x, clock, time_sum = np.full(paths, start), 0.0, 0.0
while x.size:
    x = x + (x - x * x * x + r_sim * REDUCED_EC) * dt \
        + np.sqrt(2 * dt / B_sim) * rng.standard_normal(x.size)
    clock += dt
    stay = x < finish
    time_sum += clock * (x.size - np.count_nonzero(stay))
    x = x[stay]
sim_time = time_sum / paths
integral_time = 1 / exact_rate(r_sim, B_sim)
assert abs(sim_time / integral_time - 1) < 0.07

# Worked example: rough or chosen inputs
Ps, Ec, field, T = 10 * UCCM2, 5 * MVCM, 1 * MVCM, 300.0
edge, rho = 1.5 * NM, 10.0
wall_energy = 0.5 * QE / NM**2
mode_frequency, screening = 2e12, 0.01 * NM
curie_weiss, breakdown, electron_barrier = 380.0, 5 * MVCM, 3.0 * QE
V = edge**3
a = Ec / (REDUCED_EC * Ps)
b = a / Ps**2


def cell_rate(E, temp, a_val, vol):
    ps = np.sqrt(a_val / b)
    ratio = E / (REDUCED_EC * a_val * ps)
    return a_val / rho * reduced_rate(ratio, a_val * ps**2 * vol / (KB * temp))


r0 = field / Ec
B0 = a * Ps**2 * V / (KB * T)
w0, t0, s0, cw0, ct0, bar0 = closed_form(r0)
k0 = cell_rate(field, T, a, V)
si_density = np.poly1d([b / 4, 0, -a / 2, -field, 0])
assert np.isclose(k0, direct_kramers(si_density, V / (KB * T), rho), rtol=1e-6)
k0_exact = a / rho * exact_rate(r0, B0)

# Wall energy from a solved profile; it fixes the length xi = sqrt(kappa/a)
grid = np.linspace(0, 12, 400)
profile = solve_bvp(lambda z, y: np.vstack([y[1], y[0]**3 - y[0]]),
                    lambda ya, yb: np.array([ya[0], yb[0] - 1]), grid,
                    np.vstack([np.tanh(grid), 1 / np.cosh(grid)**2]), tol=1e-7)
assert profile.success
z = np.linspace(0, 12, 8001)
y = profile.sol(z)
solved_wall = 2 * trapezoid(y[1]**2 / 2 + (y[0]**2 - 1)**2 / 4, z)
assert abs(solved_wall - 2 * np.sqrt(2) / 3) < 1e-4
xi = wall_energy / (2 * np.sqrt(2) / 3 * a * Ps**2)

# Second unstable direction of the uniform barrier state appears at this edge
edge_limit = np.pi * xi / np.sqrt(ct0)
for factor, sign in ((0.97, 1), (1.03, -1)):
    n = 200
    h = factor * edge_limit / xi / n
    diag = np.full(n, 2 / h**2)
    diag[[0, -1]] = 1 / h**2
    modes = eigh_tridiagonal(diag - ct0, -np.ones(n - 1) / h**2, eigvals_only=True)
    assert modes[0] < 0 and np.sign(modes[1]) == sign
assert edge < edge_limit

# Imperfect electrodes: shorted film, each electrode drops screening*charge/eps0
stiffness = 2 * screening / (EPS0 * (edge + 2 * screening))
e_field = np.linalg.solve([[-EPS0, 1], [edge / NM, 2 * screening / (EPS0 * NM)]],
                          [Ps, 0])[0]
assert np.isclose(-e_field / Ps, stiffness, rtol=1e-8)
screen_factor = cell_rate(field, T, a - stiffness, V) / k0

# Inertia, and quantum motion of the polarization
omega_w = 2 * np.pi * mode_frequency
mass = a * cw0 / omega_w**2
omega_b, gamma = np.sqrt(a * ct0 / mass), rho / mass


def inertia_factor(q):
    return 2 / (1 + np.sqrt(1 + 4 * q))


growth = np.linalg.eigvals(np.array([[0, 1], [0.3, -1.0]])).real.max()
assert np.isclose(growth, 0.3 * inertia_factor(0.3))
inertia_loss = 1 - inertia_factor((omega_b / gamma)**2)
nu = 2 * np.pi * KB * T / HBAR * np.arange(1, 1000001)


def quantum_factor(friction):
    return np.exp(np.sum(np.log1p((omega_w**2 + omega_b**2)
                                  / (nu**2 + friction * nu - omega_b**2))))


free_quantum = omega_b / omega_w * np.sinh(HBAR * omega_w / (2 * KB * T)) \
    / np.sin(HBAR * omega_b / (2 * KB * T))
assert abs(quantum_factor(0.0) - free_quantum) < 1e-6
damped_quantum = quantum_factor(gamma)
assert 1 < damped_quantum < free_quantum

# Tricritical well (P^2 and P^6 terms) with the same Ps and Ec
A6 = REDUCED_EC / (0.8 * 5**-0.25)
q = np.linspace(0, 1, 100001)
assert abs(np.max(A6 * (q - q**5)) - REDUCED_EC) < 1e-8
tricritical = np.poly1d([A6 / 6, 0, 0, 0, -A6 / 2, -r0 * REDUCED_EC, 0])
shape_factor = direct_kramers(tricritical, B0, 1) / reduced_rate(r0, B0)

# Electron leakage: low-bias tunnelling through a rectangular barrier
decay = np.sqrt(2 * ME * electron_barrier) / HBAR
x0 = decay * edge
integral = np.exp(-2 * x0) * (x0 / 2 + 0.25)
numeric = quad(lambda k: k * np.exp(-2 * (np.sqrt(x0**2 + k**2) - x0)),
               0, 40, epsabs=1e-11)[0] * np.exp(-2 * x0)
assert np.isclose(integral, numeric, rtol=1e-6)
conductance = 2 * QE**2 / H * integral / (2 * np.pi)  # for area edge^2
leak_rate = conductance * field * edge / QE

# Temperature and volume
hot_fixed = cell_rate(field, T + 10, a, V) / k0
a_hot = a * (curie_weiss - T - 10) / (curie_weiss - T)
hot_soft = cell_rate(field, T + 10, a_hot, V) / k0
volume_factor = cell_rate(field, T, a, 1.1 * V) / k0

CURV = MVCM / UCCM2
print("INPUTS (rough or chosen)")
print(f"Ps = {Ps/UCCM2:.0f} uC/cm2, Ec = {Ec/MVCM:.0f} MV/cm, T = {T:.0f} K")
print(f"edge = {edge/NM:.1f} nm, working field = {field/MVCM:.0f} MV/cm")
print(f"viscosity = {rho*100:.0f} ohm cm")
print(f"wall energy = {wall_energy*NM**2/QE:.1f} eV/nm2")
print("DERIVED; curvature unit is (MV/cm)/(uC/cm2)")
print(f"a = {a/CURV:.4f} curvature units")
print(f"zero-field well susceptibility = {1/(2*a*EPS0):.2f}")
print(f"volume = {V/NM**3:.3f} nm3, kT = {KB*T/QE:.5f} eV")
print(f"a Ps^2 = {a*Ps**2*NM**3/QE:.4f} eV/nm3, B = {B0:.2f}")
print(f"zero-field well relaxation time = {rho/(2*a)*1e9:.3f} ns")
print("WORKING FIELD")
print(f"E/Ec = {r0:.2f}, s = {s0:.5f}, delta = {t0-w0:.5f}")
print(f"p at well = {w0:.5f}, p at barrier = {t0:.5f}")
print(f"curvature: well {a*cw0/CURV:.4f}, barrier {-a*ct0/CURV:.4f}")
print(f"barrier = {bar0*B0*KB*T/QE:.4f} eV = {bar0*B0:.2f} kT")
print(f"prefactor = {a/rho*np.sqrt(cw0*ct0)/(2*np.pi):.4e} 1/s")
print(f"Kramers rate = {k0:.4f} 1/s, mean wait = {1/k0:.4f} s")
print(f"passage-integral rate = {k0_exact:.4f} 1/s")
print(f"anharmonic c = {anharmonic_coefficient(r0):.3f}, "
      f"c/B = {100*anharmonic_coefficient(r0)/B0:.2f} %")
print(f"backward/forward rate = {cell_rate(-field, T, a, V)/k0:.2e}")
print("E MV/cm | well curv | top curv | barrier eV | Kramers 1/s | integral 1/s")
for E in (0, 0.5, 1, 1.5, 2, 3):
    r = E * MVCM / Ec
    _, _, _, cw, ct, barrier = closed_form(r)
    print(f"{E:4.1f} {a*cw/CURV:8.4f} {-a*ct/CURV:8.4f} "
          f"{barrier*B0*KB*T/QE:8.4f} {cell_rate(E*MVCM, T, a, V):11.3e} "
          f"{a/rho*exact_rate(r, B0):11.3e}")
print("LANGEVIN TEST (time unit rho/a)")
print(f"E/Ec = {r_sim:.1f}, B = {B_sim:.0f}, paths = {paths}")
print(f"simulated time = {sim_time:.2f}, integral = {integral_time:.2f}")
print("LIMITS AND NEGLECTED EFFECTS at the working field")
print(f"xi = {xi/NM:.3f} nm, largest coherent edge = {edge_limit/NM:.3f} nm")
print(f"side-wall cost if embedded = {4*edge**2*wall_energy/QE:.2f} eV")
print(f"screening length {screening/NM:.2f} nm: a falls {100*stiffness/a:.1f} %, "
      f"rate x {screen_factor:.1f}")
print(f"tricritical well shape: rate x {shape_factor:.3f}")
print(f"volume +10 %: rate x {volume_factor:.3f}")
print(f"+10 K, fixed a: rate x {hot_fixed:.3f}")
print(f"+10 K, a softening to {curie_weiss:.0f} K: rate x {hot_soft:.2f}")
print(f"inertia, {mode_frequency/1e12:.0f} THz mode: rate falls by "
      f"fraction {inertia_loss:.1e}")
print(f"quantum gain: damped {damped_quantum-1:.1e}, "
      f"undamped bound {free_quantum-1:.1e}")
print(f"field/rough breakdown field ({breakdown/MVCM:.0f} MV/cm) = "
      f"{field/breakdown:.2f}")
print(f"electron barrier {electron_barrier/QE:.0f} eV: leakage "
      f"{leak_rate:.1f} electrons/s")
print(f"leaked in one mean wait = {leak_rate/k0:.1f} electrons")
print(f"switching charge = {2*Ps*edge**2/QE:.2f} electrons")
print("every check passed")
```

Running it gives:

```
INPUTS (rough or chosen)
Ps = 10 uC/cm2, Ec = 5 MV/cm, T = 300 K
edge = 1.5 nm, working field = 1 MV/cm
viscosity = 1000 ohm cm
wall energy = 0.5 eV/nm2
DERIVED; curvature unit is (MV/cm)/(uC/cm2)
a = 1.2990 curvature units
zero-field well susceptibility = 4.35
volume = 3.375 nm3, kT = 0.02585 eV
a Ps^2 = 0.8108 eV/nm3, B = 105.85
zero-field well relaxation time = 0.385 ns
WORKING FIELD
E/Ec = 0.20, s = 1.03647, delta = 0.88158
p at well = -0.95903, p at barrier = -0.07744
curvature: well 2.2853, barrier -1.2757
barrier = 0.4858 eV = 18.79 kT
prefactor = 2.7174e+08 1/s
Kramers rate = 1.8743 1/s, mean wait = 0.5335 s
passage-integral rate = 1.8401 1/s
anharmonic c = 1.850, c/B = 1.75 %
backward/forward rate = 9.52e-08
E MV/cm | well curv | top curv | barrier eV | Kramers 1/s | integral 1/s
 0.0   2.5981  -1.2990   0.6841   9.407e-04   9.269e-04
 0.5   2.4450  -1.2932   0.5818   4.756e-02   4.679e-02
 1.0   2.2853  -1.2757   0.4858   1.874e+00   1.840e+00
 1.5   2.1175  -1.2456   0.3962   5.704e+01   5.581e+01
 2.0   1.9399  -1.2019   0.3134   1.323e+03   1.287e+03
 3.0   1.5444  -1.0636   0.1695   2.902e+05   2.748e+05
LANGEVIN TEST (time unit rho/a)
E/Ec = 0.4, B = 18, paths = 4000
simulated time = 51.78, integral = 50.53
LIMITS AND NEGLECTED EFFECTS at the working field
xi = 0.654 nm, largest coherent edge = 2.074 nm
side-wall cost if embedded = 4.50 eV
screening length 0.01 nm: a falls 11.4 %, rate x 152.0
tricritical well shape: rate x 2.778
volume +10 %: rate x 0.153
+10 K, fixed a: rate x 1.833
+10 K, a softening to 380 K: rate x 356.43
inertia, 2 THz mode: rate falls by fraction 1.8e-08
quantum gain: damped 9.0e-05, undamped bound 6.7e-03
field/rough breakdown field (5 MV/cm) = 0.20
electron barrier 3 eV: leakage 218.9 electrons/s
leaked in one mean wait = 116.8 electrons
switching charge = 2.81 electrons
every check passed
```
